Fixed Interlayer Charge and Its First Moment in Contact Barriers, part 2

How does fixed charge in a thin interlayer change the electron barrier between a metal and an n-type semiconductor? The ideal metal's surface is at x = 0, the interlayer fills 0 < x < d, and the semiconductor fills x > d. The interlayer has permittivity ε and capacitance per area C_i = ε/d.

The charges per area are σ_m on the metal, Q_f fixed in the interlayer, and Q_s on the semiconductor side, including its surface states. Neutrality reads

σ_m + Q_f + Q_s = 0.

The fixed charge has density ρ(x) and first moment M = ∫₀ᵈ xρ dx. With φ the electrostatic potential, the drop Δ = φ(0) − φ(d) is

Δ = −(Q_s d + M)/ε.  (A)

For graded permittivity ε(x), with t(x) = ∫₀ˣ dy/ε(y), it is

Δ = −Q_s t(d) − ∫₀ᵈ ρt dx.  (C)

The barrier, in volts, is φ_B = [E_c(d) − E_F]/q, with E_c the conduction-band edge, E_F the Fermi level and q the elementary charge (e in charge units). With φ_MX the metal work function minus the electron affinity, divided by q, and including any constant interface steps,

φ_B = φ_MX − M/ε − Q_s/C_i.  (D)

The bare shift −M/ε is the change at fixed Q_s.

In the example d = 2.0 nm, the interlayer's relative permittivity is 8, C_i = 3.542 μF/cm² and Q₀ = 5.00 × 10¹² e/cm²; 10¹² e/cm² is 0.1602 μC/cm². With s = x/d and ρ₀ = Q₀/d, the profiles are:

Metal-weighted: ρ = 2ρ₀(1 − s), total Q₀, M/d = Q₀/3.
Uniform: ρ = ρ₀, total Q₀, M/d = Q₀/2.
Semiconductor-weighted: ρ = 2ρ₀s, total Q₀, M/d = 2Q₀/3.
Reduced: ρ = (3/2)ρ₀s, total (3/4)Q₀, M/d = Q₀/2.
Zero-total: ρ = 3ρ₀(2s − 1), total 0, M/d = Q₀/2.

The opening observation was that the uniform, reduced and zero-total profiles all lower the barrier from 0.644 V to 0.569 V. If the relative permittivity instead rises linearly from 8 at the metal to 16 at the semiconductor, the bare shifts are −0.087 V (uniform) and −0.077 V (zero-total).

### Interface states alone

Start with a semiconductor whose charge is all in states at x = d. Let their density D_it, per unit area and per electronvolt, be constant over the relevant energies, and let them be in equilibrium with E_F. They are neutral as a whole when φ_B = φ_0. If φ_B exceeds φ_0, the Fermi level lies lower relative to the band edge, fewer states are filled, and the charge is positive:

Q_it = C_it(φ_B − φ_0), C_it = qD_it.

The second relation uses the fact that one electronvolt corresponds to one volt of barrier. With Q_s = Q_it, equation (D) becomes

φ_B = φ_MX − M/ε − (C_it/C_i)(φ_B − φ_0).

Collect the terms in φ_B on the left:

φ_B(1 + C_it/C_i) = φ_MX − M/ε + (C_it/C_i)φ_0.

Divide by the bracket and write S = C_i/(C_i + C_it), so that 1 − S = C_it/(C_i + C_it):

φ_B = S(φ_MX − M/ε) + (1 − S)φ_0.

The same factor S that weakens the influence of the metal work function also weakens that of the fixed charge. Both enter as a change of potential across the same capacitor. For C_it → 0 the full bare shift appears. For C_it → ∞ the barrier stays at φ_0, and fixed charge cannot move it.

Thickness gives another limit. A fixed sheet Q at x = d has M = Qd, and its shift is

−SQd/ε = −SQ/C_i = −Q/(C_i + C_it).

As the interlayer becomes thick, C_i → 0, and the shift tends to −Q/C_it instead of growing without limit. The interface states then supply almost all of the countercharge. This limit assumes a constant D_it over the whole shift and no space charge. For the numbers used below, Q₀/C_it is 0.50 V, enough to carry the surface into accumulation, and with the space charge included the shift levels off near −0.41 V.

### The space charge

The semiconductor also has a space charge. Assume N_d fully ionized donors per volume, electrons obeying Boltzmann statistics, and no holes. Put φ = 0 in the neutral bulk, where (E_c − E_F)/q = V_n. At position x the band edge is at V_n − φ(x) above the Fermi level, in volts, so at the surface

φ(d) = V_n − φ_B.

With V_t = k_B T/q, where k_B is Boltzmann's constant and T the temperature, the electron density is N_d exp(φ/V_t). For semiconductor permittivity ε_s, Poisson's equation reads

ε_s φ″ = −qN_d[1 − exp(φ/V_t)].

Multiply by φ′. The left side becomes the derivative of ε_s φ′²/2, and the right side is also a derivative:

d/dx[ε_s φ′²/2] = −qN_d d/dx[φ − V_t exp(φ/V_t)].

Integrate from the surface into the bulk, where φ = 0 and φ′ = 0:

−ε_s φ′(d)²/2 = −qN_d[−V_t − φ(d) + V_t exp(φ(d)/V_t)].

Define v = (φ_B − V_n)/V_t, so that φ(d) = −vV_t. Then

ε_s φ′(d)²/2 = qN_dV_t[v − 1 + exp(−v)].

Gauss's law from the surface to the field-free bulk gives the space charge as minus the displacement at the surface, Q_sc = ε_s φ′(d). For v > 0 the potential rises from a negative surface value to zero, so φ′(d) and Q_sc are positive. For v < 0 both are negative. Therefore

Q_sc = sgn(v) √{2qε_sN_dV_t[v − 1 + exp(−v)]}.

For v much greater than 1, the bracket is close to v − 1, and the charge is that of a depletion layer with the small thermal correction −1. Near v = 0 the bracket is v²/2, and Q_sc is proportional to v.

The differential capacitance C_sc = dQ_sc/dφ_B follows from the square of this expression. Since dv/dφ_B = 1/V_t,

2Q_sc C_sc = 2qε_sN_d[1 − exp(−v)],
C_sc = qε_sN_d[1 − exp(−v)]/Q_sc.

The numerator and Q_sc have the same sign, so C_sc is positive on both sides of v = 0. At v → 0 the numerator is qε_sN_dv and Q_sc is v√(qε_sN_dV_t), which leaves the positive limit √(qε_sN_d/V_t).

### Equal moment, equal barrier

The whole charge on the semiconductor side is now a known function of the barrier:

Q_s(φ_B) = C_it(φ_B − φ_0) + Q_sc(φ_B).

Equation (D) becomes

φ_B + Q_s(φ_B)/C_i = φ_MX − M/ε.  (E)

The left side is continuous and increases with φ_B, because C_it is not negative and C_sc is positive. It runs from minus infinity to plus infinity. For each value of the right side there is thus one root, and one only. The fixed charge enters the equation through M and nowhere else.

Within this model, two distributions with the same M therefore have the same barrier, the same Q_s and the same band profile in the semiconductor. This explains the opening observation. The total fixed charge still shows in the charge on the metal:

σ_m = −Q_f − Q_s.

Two contacts with equal M and different Q_f differ in σ_m by minus the difference in Q_f. They also differ in their fields inside the interlayer.

### How much of the bare shift survives

Differentiate (E) with respect to M:

[1 + (C_it + C_sc)/C_i] dφ_B/dM = −1/ε.

Hence

dφ_B/dM = −(1/ε) C_i/(C_i + C_it + C_sc).  (F)

The last fraction is the response factor for a small fixed charge. With C_sc neglected, it is the factor S found above.

For a finite charge, subtract (E) without fixed charge from (E) with it. Let δφ_B and δQ_sc be the resulting changes:

δφ_B + (C_it δφ_B + δQ_sc)/C_i = −M/ε.

If δφ_B is not zero, define the secant capacitance C̄_sc = δQ_sc/δφ_B. Then

δφ_B = −γM/ε, γ = C_i/(C_i + C_it + C̄_sc).  (G)

No expansion in the charge has been made. The nonlinearity is contained in C̄_sc, which depends on the two end points.

The change in semiconductor charge follows from (D) in the same way:

δQ_s = −C_i δφ_B − M/d = −(1 − γ)M/d.

This completes the picture of the countercharge. If the semiconductor charge is rigid, γ = 1, and all countercharge goes to the metal. If the semiconductor side has a very large capacitance, γ → 0, and it takes the countercharge −M/d. A single sheet at x = a then induces −Q_f a/d on the semiconductor and −Q_f(1 − a/d) on the metal, as between two conductors held at a fixed potential difference.

### The contact in numbers

The remaining parameters are round model values: T = 300 K, for which V_t = 0.02585 V; relative permittivity 12 and N_d = 10¹⁷ cm⁻³ in the semiconductor; V_n = 0.15 V, φ_MX = 0.70 V and φ_0 = 0.60 V; and D_it = 10¹³ cm⁻² eV⁻¹, which gives C_it = 1.602 μF/cm². Equation (E) is solved by a numerical root search between bounds that enclose the root.

Without fixed charge the root is φ_B = 0.6443 V. The terms can be followed. The interface states hold

1.602 × (0.6443 − 0.60) = 0.071 μC/cm²,

or 0.44 × 10¹² e/cm². For the space charge, v = (0.6443 − 0.15)/0.02585 = 19.1, and the formula gives 0.79 × 10¹² e/cm². Together Q_s = 1.23 × 10¹² e/cm². It makes a negative contribution to Δ, of magnitude

1.23 × 0.1602/3.542 V = 0.056 V,

and 0.70 − 0.056 = 0.644 V, as required.

At this barrier C_sc = 0.135 μF/cm². The response factor for a small charge is

3.542/(3.542 + 1.602 + 0.135) = 0.671.

The interface states cause most of the reduction here, since C_it is about twelve times C_sc.

Now add the uniform charge Q₀. The root moves to 0.5685 V, a shift of −0.0758 V, while the bare shift is −0.1131 V. The secant capacitance is 0.141 μF/cm², and (G) gives

γ = 3.542/(3.542 + 1.602 + 0.141) = 0.670,
γ × (−0.1131 V) = −0.0758 V.

The finite factor is close to the small-charge factor because C̄_sc differs little from C_sc, and both are small beside C_i + C_it.

The metal-weighted and semiconductor-weighted profiles, with the same total Q₀, give barriers of 0.594 V and 0.543 V. Moving the same amount of charge between these two profiles therefore changes the barrier by 0.050 V.

For the three profiles of equal moment, φ_B = 0.5685 V and Q_s = 0.41 × 10¹² e/cm². The metal charges, in units of 10¹² e/cm², are

uniform: −5.00 − 0.41 = −5.41,
reduced: −3.75 − 0.41 = −4.16,
zero-total: 0 − 0.41 = −0.41.

The metal charge varies by more than a factor of ten while the barrier is the same.

The division of the countercharge can also be read off. On adding the uniform charge, Q_s falls from 1.23 to 0.41, a change of −0.82. The formula gives −(1 − 0.670) × 2.50 = −0.82, in the same units. The metal supplies the remaining −4.18.

Finally, suppose that the uniform charge were represented by its total Q₀ placed at x = d. Its moment would be doubled, and the root of (E) would be 0.493 V instead of 0.569 V. Relative to the barrier of the actual uniform distribution, the error is −0.076 V, about as large as the shift itself. The right equivalent sheet at x = d is M/d = Q₀/2.

### The graded contact

For a graded interlayer, (C) changes the closed equation to

φ_B + t(d)Q_s(φ_B) = φ_MX − ∫₀ᵈ ρt dx.

The uniqueness argument is the same, since t(d) is positive. The fixed charge now enters through its weighted moment.

Take the relative permittivity rising from 8 to 16, with all other parameters unchanged. The barrier without fixed charge is 0.657 V. It is higher than the earlier 0.644 V because t(d) is smaller by the factor ln 2 = 0.693, so that the positive Q_s produces a smaller lowering. The uniform charge gives 0.592 V and the zero-total charge 0.600 V. The difference is 7.6 mV, although their plain moments are equal.

This agrees with the bare shifts of −0.087 V and −0.077 V found in the first half. Their difference is about 10 mV, and the response factor, now with 1/t(d) in place of C_i, is

1/[1 + (0.693/3.542)(1.602 + 0.135)] ≈ 0.75.

Here the earlier value of C_sc has been used as an estimate. The product is close to the 7.6 mV obtained from the two roots.

### Where the result stops

The moment M must be an input. If the charge in the interlayer exchanges electrons with the metal or the semiconductor, ρ depends on the potential. Equation (A) still gives the drop for the ρ that is present, but M is then part of the solution, and the argument from (E) must be repeated with that dependence included.

Lateral uniformity matters in two different ways. Suppose the fixed charge varies along the plane, with periodic or otherwise negligible edge contributions, while ε is uniform. Averaging Poisson's equation over the plane removes the lateral derivatives, and (A) holds for the averaged drop, charge and moment. The step to (E) does not follow in general, because Q_s is a nonlinear function: the average of Q_sc(φ_B) need not equal Q_sc at the average barrier. For the contact above this effect is small, because the surface stays depleted: a full cosine modulation of the uniform charge moves the averaged barrier by less than 0.1 mV for the periods 4.5 nm, 50 nm and 2 μm. Discrete charges also make the barrier vary from place to place. At 5.00 × 10¹² e/cm², single elementary charges have a typical spacing of about 4.5 nm, more than the interlayer thickness of 2.0 nm. In a linear estimate for a square lattice of such charges at mid-layer, with the interface states still smeared, the barrier lies about 52 mV below its mean under a charge and about 17 mV above it at the centre of a cell. The barriers computed here therefore belong to the smeared model and need not hold at each point of a real contact.

The other limits lie in the contact model. A real metal does not hold its countercharge exactly in the ideal plane. As a simple estimate, place σ_m at x = −λ, with permittivity ε_m between there and x = 0. This adds σ_mλ/ε_m to Δ. Since σ_m = −Q_f − Q_s, the fixed charge then causes an additional bare shift −Q_fλ/ε_m, and the total charge matters again: equal moments no longer give exactly equal barriers. For λ = 0.05 nm, ε_m equal to the vacuum permittivity and Q_f = Q₀, the additional bare shift is −0.045 V, compared with −0.113 V from the moment of the uniform charge. With the response of the semiconductor included, the uniform, reduced and zero-total profiles then give 0.538, 0.545 and 0.566 V instead of a common value. The equal-moment rule is therefore exact only for the ideal metal, and in an interlayer this thin the correction need not be small. Holes must be added when the barrier brings the valence band near the Fermi level. The numbers above therefore assume a band gap well above the barrier, about 0.9 eV or more. Image-force lowering and tunnelling are also left out, so φ_B is the electrostatic band-edge barrier at x = d and need not equal a barrier inferred from current. Under applied bias there is no common Fermi level, and one must first decide how the interface states are filled, by exchange with the metal, with the semiconductor or with both, before Q_s can be written as a function of the barrier.
